\section*{Adiabatic transfer of light through the dark supermode of three waveguides, part 2}

Light is to pass from guide 1 to guide 3 of three parallel single-mode waveguides with equal propagation constants $\beta$. The couplings per unit length are $\kappa_1(z)$ between guides 1 and 2 and $\kappa_2(z)$ between 2 and 3; direct 1--3 coupling is neglected. With the common factor $e^{i\beta z}$ removed, the amplitudes $a_j$ obey
\begin{equation}
-i\,\frac{da}{dz}=Ma,\qquad
M=\begin{pmatrix}0&\kappa_1&0\\ \kappa_1&0&\kappa_2\\ 0&\kappa_2&0\end{pmatrix}.
\label{eq:M}
\end{equation}
The powers are $P_j=|a_j|^2$, with $P_1=1$ at the input. Primes mean $d/dz$, except on integration variables.

Let $\Omega=\sqrt{\kappa_1^2+\kappa_2^2}$ and $\tan\theta=\kappa_1/\kappa_2$. The eigenvalues of $M$ are $0,\pm\Omega$. The dark supermode $D=(\cos\theta,0,-\sin\theta)$ has eigenvalue 0, and remains an eigenvector if only guide 2 is detuned (by $\Delta$ below). If only guide 3 is detuned, by a small $\delta$, the supermode acquires
\begin{equation}
a_2=\frac{\delta\sin\theta\cos\theta}{\Omega}.
\label{eq:mismatch}
\end{equation}

In the counterintuitive order $\kappa_2$ acts first, and $D$ moves from guide 1 to guide 3. Write $a_2=iy$ and $s=a_1\sin\theta+a_3\cos\theta$. To first order the bright amplitude $q=s+iy$, with $\varphi(z)=\int_{z_0}^z\Omega\,dz'$ and $\theta_0$ the angle at the input $z_0$, is
\begin{equation}
q(z)=e^{i\varphi(z)}\left[\sin\theta_0+\int_{z_0}^{z}\theta'e^{-i\varphi}dz'\right].
\label{eq:q}
\end{equation}
For slow variation its smooth part is
\begin{equation}
a_2\simeq i\,\frac{\theta'}{\Omega}.
\label{eq:smooth}
\end{equation}
An oscillating remainder adds to this. In the reversed order, slow variation gives at the output
\begin{equation}
|a_3|^2=\cos^2\!\left(\int\Omega\,dz\right),\qquad
|a_2|^2=\sin^2\!\left(\int\Omega\,dz\right).
\label{eq:reversed}
\end{equation}

A uniform coupler, $\kappa_1=\kappa_2=\kappa$, gives
\begin{equation}
a_3=-\tfrac12+\tfrac12\cos(\sqrt2\,\kappa z)=-\sin^2\!\frac{\kappa z}{\sqrt2},
\qquad |a_3|^2=\sin^4\!\frac{\kappa z}{\sqrt2}.
\label{eq:uniform}
\end{equation}
Transfer is first complete at $z=\pi/(\sqrt2\kappa)$.

The sine-cosine device in the numerical output has constant $\Omega$ and $\theta=\alpha z$ on $0\le z\le L$, with $\alpha=\pi/(2L)$. Its lower bound on $P_3$ is $(1-2\alpha^2/W^2)^2$ for $\alpha\le\Omega$, where $W^2=\alpha^2+\Omega^2$.

\subsection{A step formula for other couplings}

The characteristic equation $\lambda^3=\Omega^2\lambda$ is also satisfied by the matrix: $M^3=\Omega^2M$. In the exponential series all odd powers therefore reduce to $M$ and all even powers beyond the zeroth to $M^2$. For a step $h$ with fixed couplings,
\begin{equation}
e^{iMh}=1+i\,\frac{\sin\Omega h}{\Omega}\,M
+\frac{\cos\Omega h-1}{\Omega^2}\,M^2 .
\end{equation}
Multiplying the amplitudes by this matrix, with couplings taken at the middle of each step, propagates them without loss of power. For fixed couplings this is exact for any $h$. When the couplings vary, the step must be short compared with the distance over which they change, and keeping $\Omega h$ well below one is a safe choice. For equal couplings the element $(M^2)_{31}=\kappa^2$ and $\Omega^2=2\kappa^2$ reproduce (\ref{eq:uniform}).

\subsection{Curved outer guides}

Let guide 2 be straight and let the outer guides be arcs of large radius $R$. Guide 3 comes closest at $z=-S/2$ and guide 1 at $z=+S/2$, both at gap $g_0$. Near its closest point $z_j$ an arc has the gap $g=g_0+(z-z_j)^2/(2R)$. Outside a guide the field falls as $e^{-\gamma x}$, and the coupling falls with the gap as $\kappa_me^{-\gamma(g-g_0)}$. With $w^2=2R/\gamma$,
\begin{equation}
\kappa_1=\kappa_me^{-(z-S/2)^2/w^2},\qquad
\kappa_2=\kappa_me^{-(z+S/2)^2/w^2}.
\end{equation}
In the ratio the terms in $z^2$ cancel, leaving $\tan\theta=e^{2Sz/w^2}$. Since the derivative of $\arctan e^u$ is $u'/(2\cosh u)$,
\begin{equation}
\theta'=\frac{S}{w^2\cosh(2Sz/w^2)} .
\end{equation}
Adding the squares of the couplings gives
\begin{equation}
\Omega=\kappa_me^{-(z^2+S^2/4)/w^2}\sqrt{2\cosh(2Sz/w^2)} .
\end{equation}
At the centre, therefore,
\begin{equation}
\left.\frac{\theta'}{\Omega}\right|_{z=0}
=\frac{S\,e^{S^2/4w^2}}{\sqrt2\,\kappa_mw^2}.
\label{eq:centre}
\end{equation}
For $S=w$ this is $0.91/(\kappa_mw)$, which gives a first choice of $w$ for a tolerated middle amplitude. A smaller $S$ lowers (\ref{eq:centre}), but the angle at the input of a device of length $L$, given by $\tan\theta_0=e^{-SL/w^2}$, then becomes larger. In the limit $S=0$ the angle stays at $\pi/4$ and light in guide 1 never starts in $D$.

\subsection{Couplings of silicon strips}

The example has silicon strips 450~nm wide and 220~nm high in silica, at 1550~nm (photon energy 0.80~eV), with rough typical indices 3.48 and 1.444. The effective-index method replaces the height by a slab of index 2.852 and solves the remaining one-dimensional problem across the guides. The strip then has index 2.421, and
\begin{equation}
\gamma=\frac{2\pi}{1550\ \mathrm{nm}}\sqrt{2.421^2-1.444^2}=0.00788\ \mathrm{nm}^{-1}.
\end{equation}
Two coupled guides have supermodes at $\pm\kappa$, so $\kappa$ is half their computed splitting: 40.8~mm$^{-1}$ at a gap of 300~nm and 18.5~mm$^{-1}$ at 400~nm. Their ratio, 2.20, agrees with $e^{0.788}=2.20$. These are couplings of the reduced problem. A full-vector solution of the same cross-section gives a strip index of 2.36 and couplings of about 28 and 12.3~mm$^{-1}$, so the effective-index values used below are too large by about 50\%.

The three-guide problem, solved afresh from the index profile, tests the coupled-mode matrix. With both gaps 300~nm the outer splitting is 115.2~mm$^{-1}$, against $2\sqrt2\,\kappa=115.4$~mm$^{-1}$. With gaps 300 and 400~nm the middle supermode has fields in guides 1 and 3 in the ratio $-0.454$, as $-\kappa_2/\kappa_1$ requires, and 0.07\% of its power in the middle core. In terms of the orthogonalized single-guide modes used below, this supermode has 0.06\% of its power in the mode of guide 2. Most of the remainder therefore comes from the small couplings and shifts discussed below, and less from the tails of the outer fields.

\subsection{The transfer}

Take $R=150$~mm, $g_0=300$~nm, $S=200$~\textmu m and $L=1200$~\textmu m. Then $w=195$~\textmu m, and (\ref{eq:centre}) gives
\begin{equation}
\frac{\theta'}{\Omega}=\frac{0.200\,e^{0.263}}{\sqrt2\times40.8\times0.0381}=0.118,
\end{equation}
with lengths in mm in this line. The smooth estimate of the central middle power is $0.118^2=0.014$.

Propagation gives $P_3=0.9991$ at the output, with amplitude $-0.9996$. At the centre the outer guides hold 0.480 and 0.510, and the middle one 0.010; its peak anywhere is 0.018. These last two values differ from 0.014 because of the oscillating remainder. Averaged near the centre with a smooth weight, the middle amplitude is 0.1108, against 0.1112 for $\theta'/\Omega$.

At the ends $\theta'/\Omega$ has grown to 0.33, and the light does not follow there. A rough estimate locates where following stops. On the input side $\Omega$ changes at the relative rate $2(|z|-S/2)/w^2$, which at $z=-300$~\textmu m is 10.5~mm$^{-1}$. This is comparable with $\Omega=14$~mm$^{-1}$ there, and farther out it exceeds $\Omega$. The angle at that point is $\kappa_1/\kappa_2=0.61/14.3=0.043$, whose square, 0.0018, has the order of magnitude of the power missing at the output, 0.0009. This is only a rough scale: with both couplings multiplied by 0.7 or 1.3 the missing power is 0.010 or 0.0001, while the estimate changes much less. The integral (\ref{eq:q}) gives 0.00094 against 0.00087 from propagation. In a device stretched four times, it reproduces the bright amplitude everywhere to 0.5\% of its peak.

\subsection{Order, wavelength and length}

Keep the geometry and the two material indices fixed and vary the wavelength from 1500 to 1600~nm. The closest coupling rises from 32 to 51~mm$^{-1}$, mainly because the field decays more slowly outside the strips. With these effective-index couplings, $P_3$ in the counterintuitive order stays above 0.996 at the 21 wavelengths computed. If the couplings and their decay constant are scaled to the full-vector values at 1550~nm, the lowest value is about 0.983. In the reversed order, again with the effective-index couplings, $P_3$ ranges from 0.005 to 0.998, as expected from the phase in (\ref{eq:reversed}).

A uniform coupler with the same closest gap, cut for complete transfer at 1550~nm, is $\pi/(\sqrt2\times40.8)=0.0545$~mm long, or 54.5~\textmu m. Over the same band its output falls to 0.71. The adiabatic device is more tolerant of a change of wavelength but 22 times longer. Not all of this length is needed: cut to 800~\textmu m about its centre, it transfers the light almost as well. Nor is it more tolerant of every error: with one outer guide detuned by 34~mm$^{-1}$ it loses a third of the power, the uniform coupler about a fifth. For a smaller detuning of 6.9~mm$^{-1}$ the adiabatic device is the better one, losing 0.4\% against 0.9\%.

\subsection{What the three-guide model leaves out}

\paragraph{Neighbouring cores.} Each core slightly shifts the propagation constants of its neighbours, and there is an effective direct coupling $\kappa_{13}$. Projecting the three computed supermodes on orthogonalized single-guide modes gives, at the centre, shifts of 1.2~mm$^{-1}$ for the outer guides (1.1~mm$^{-1}$ if the central gap of 333~nm is rounded to 335~nm, as in the numerical output) and 2.3~mm$^{-1}$ for the middle one, and $\kappa_{13}=-0.9$~mm$^{-1}$. Let $\epsilon_1$ and $\epsilon_3$ be the outer shifts. They and $\kappa_{13}$ connect $D$ with the pattern $(\sin\theta,0,\cos\theta)$ through
\begin{equation}
(\epsilon_1-\epsilon_3)\sin\theta\cos\theta+\kappa_{13}\cos2\theta ,
\end{equation}
which vanishes at the centre, where $\epsilon_1=\epsilon_3$ and $\theta=\pi/4$. The arcs add a tilt: a guide at angle $\psi$ to the axis has propagation constant $\beta/\cos\psi\simeq\beta(1+\psi^2/2)$ along $z$. With all these terms varying along the device, $P_3$ is 0.9987 instead of 0.9991.

\paragraph{Width errors.} In the reduced problem, one strip 1~nm wider than the others has its propagation constant raised by 6.9~mm$^{-1}$; a full-vector solution gives roughly 9~mm$^{-1}$. The lower value is used here. If it is guide 3, equation (\ref{eq:mismatch}) at the centre, where $\Omega=44.4$~mm$^{-1}$, gives a middle amplitude $6.9/(2\times44.4)=0.078$. It is real, whereas (\ref{eq:smooth}) is imaginary, so the powers add: $0.014+0.006=0.020$. The computed value is 0.023; the estimate leaves out the oscillating remainder and higher orders in the detuning. The output $P_3$ falls to 0.9956.

If guide 2 is the wider one, $P_3$ falls to 0.9965, nearly as far, although $D$ is then still an eigenvector. The bright pair is what changes. In the basis of $(\sin\theta,0,\cos\theta)$ and guide 2 its matrix has diagonal $(0,\Delta)$ and off-diagonal element $\Omega$, with eigenvalues
\begin{equation}
\lambda=\frac{\Delta}{2}\pm\sqrt{\frac{\Delta^2}{4}+\Omega^2}.
\end{equation}
For $\Delta>0$ the lower one lies closer to the dark eigenvalue than $\Omega$, and for $\Omega\ll\Delta$ its distance is about $\Omega^2/\Delta$. The detuning also changes the phases with which the escaped contributions add, so the loss does not grow steadily with $\Delta$: at twice this detuning the missing power is only 0.001, but at five times it is 0.022. A dark middle guide thus tolerates its own detuning as a static pattern, but the transfer does so within limits.

\paragraph{Errors of coupling.} Multiplying both couplings by 0.7 or 1.3 at fixed geometry gives $P_3=0.990$ or 0.9999. This covers a 30\% error in the strength of the couplings, but not an error in their decay constant $\gamma$, which would change $w$. With the full-vector couplings given above, which also imply a slightly larger $\gamma$ of 0.0082~nm$^{-1}$, the same geometry gives $P_3\simeq0.987$. The missing power is then about 1\%, not 0.1\%, and a real design should start from full-vector couplings.

\paragraph{Propagation loss.} If all guides lose power at the same rate $\Gamma$, each amplitude acquires the factor $e^{-\Gamma z/2}$ and the fractions are unchanged. At 2~dB/cm the loss over 1200~\textmu m is 0.24~dB, or 5\% of the power, far more than the 0.09\% left behind by imperfect transfer.

\subsection{Comparison with a real device}

The strip size, gap and loss are of the usual order for silicon photonic circuits near 1550~nm. The radius of 150~mm is not that of an ordinary bend, which can be of the order of 10~\textmu m in such strips; it describes a very gradual approach of nearly straight guides. One assumption exposed in fabrication is equality of the guides. Width differences of a nanometre or more must be expected. With the effective-index couplings, making guide 2 or guide 3 one nanometre wider multiplies the missing power by four to five, and if an outer guide is detuned five times as much, roughly a third of the power fails to arrive. These figures do not carry over to the real strips, whose couplings are weaker: with the full-vector couplings the same detuning of 34~mm$^{-1}$ loses more than three quarters of the power, and a width error of 5~nm, about 43~mm$^{-1}$ in the full-vector solution, loses about 95\%. The loss does not grow steadily with the error: with these couplings, making guide 3 one nanometre wider happens to lower the missing power from about 1.4\% to 0.4\%. The equations also assume one mode per guide. In the reduced problem $(2\pi/1550)\times450\times\sqrt{2.852^2-1.444^2}=4.5$ exceeds $\pi$, so a second lateral mode exists there. The full-vector strip also guides such a mode, though barely (index about 1.45), and a mode of the other polarization (index about 1.74). Light scattered into these modes is not counted. Material dispersion is omitted from the wavelength comparison. The remaining computed values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength 1550 nm; photon energy 0.7999 eV
indices (rough): silicon 3.48, silica 1.444
strip width 450 nm, height 220 nm
vertical slab index 2.8517; strip index 2.4210
cladding decay constant gamma 0.00788 1/nm
closest gap 300 nm; coupling there 40.79 1/mm
coupling at gap 400 nm: 18.53 1/mm
three equal gaps: outer splitting 115.20 1/mm, 2 sqrt2 kappa 115.38 1/mm
dark supermode of the index profile, gaps 300 and 400 nm:
  field ratio guide 1/guide 3 -0.4541; -k2/k1 -0.4543
  power fraction in middle core 6.78e-04
arc radius 150 mm; shift 200 um; length 1200 um
Gaussian coupling width w 195.2 um
theta'/Omega at centre 0.1184; squared 0.01401
theta'/Omega at device end 0.3339
z(um)  k1(1/mm)  k2(1/mm)  P1  P2  P3
 -600    0.0001    0.0575  1.00000  0.00000  0.00000
 -300    0.6110   14.2705  0.99935  0.00056  0.00010
 -200    3.8394   31.3722  0.97853  0.00428  0.01719
 -100   14.2705   40.7924  0.91220  0.00406  0.08374
    0   31.3722   31.3722  0.48024  0.01015  0.50961
  100   40.7924   14.2705  0.08772  0.00849  0.90379
  200   31.3722    3.8394  0.02067  0.00150  0.97783
  300   14.2705    0.6110  0.00048  0.00255  0.99698
  600    0.0575    0.0001  0.00029  0.00058  0.99913
output: P3 0.999128; amplitude real part -0.99956
power missing from guide 3: 8.72e-04; first-order integral 9.44e-04
power carried through guide 2 into guide 3: 0.99897
peak power in guide 2: 0.01803
smoothed guide-2 amplitude near centre: 0.11077; smoothed theta'/Omega 0.11118
4x longer device: ratio of these two 1.0031; bright-amplitude error/peak 0.0050
sine-cosine device: Omega L, P3, lower bound, peak P2
  3.00000  0.33187  0.32452  0.67548
  6.08367  1.00000  0.76562  0.23437
  9.00000  0.88755  0.88525  0.11475
  20.00000  0.99206  0.97563  0.02437
scan 1500 to 1600 nm:
  coupling 31.96 to 51.33 1/mm
  counterintuitive order: lowest P3 0.99614
  reversed order: P3 from 0.0054 to 0.9982
  uniform coupler, 54.5 um long: lowest P3 0.7128
neglected effects, at 1550 nm:
  centre: outer self-shift 1.135, middle 2.266, 1-3 coupling -0.908 1/mm
  P3 with these and arc tilt 0.998745
  1 nm wider guide: beta shift 6.89 1/mm
  guide 3 wider: P3 0.99559, P2 at centre 0.02307
  guide 2 wider: P3 0.99650, P2 at centre 0.01523
  couplings x0.7: P3 0.99020; x1.3: P3 0.99987
  loss at 2 dB/cm (rough): 0.24 dB
\end{verbatim}
